Why conformal maps preserve conductivity but not heat capacity in two dimensions

**1. The situation**

A thin silicon film is cut into a quarter ring, so that heat entering one end must turn through a right angle. The path along the inner edge is half as long as the path along the outer edge. One end is suddenly warmed. Long afterwards, the isotherms are straight radial lines, as if a straight strip had simply been bent. During the warming they are not: heat along the inner edge runs ahead.

The film is the same silicon throughout. Why is it good enough for the steady state and not for the approach to it? The answer comes from separating what a change of shape does to conduction, to storage and to the edges.

**2. What any map does to the medium**

Let T be the temperature, κ a scalar conductivity, c the heat capacity per volume and q the heating power per volume. In a sheet of uniform thickness d with lossless faces, Fourier's law and energy conservation give

c ∂T/∂t = ∇·(κ∇T) + q.

A smooth one-to-one map takes the point x to x′, with Jacobian Jᵢⱼ = ∂x′ᵢ/∂xⱼ. The temperature is carried along, T′(x′,t) = T(x,t), and time is untouched. Which medium has T′ as its solution?

Multiply the equation by a test function φ that vanishes on the boundary, and integrate. Integration by parts turns ∫φ∇·(κ∇T) dA into −∫κ∇φ·∇T dA, so

∫ [c φ ∂T/∂t + κ∇φ·∇T − qφ] dA = 0.

The chain rule gives ∂T/∂xⱼ = Σᵢ Jᵢⱼ ∂T′/∂x′ᵢ, that is, ∇T = Jᵀ∇′T′, and likewise for φ. Areas obey dA = dA′/|det J|. The conduction term becomes

κ(Jᵀ∇′φ′)·(Jᵀ∇′T′) dA = ∇′φ′·[κJJᵀ/|det J|]∇′T′ dA′.

The other two terms contain no gradients and acquire only the area factor. The new equation therefore has the old form, with

κ′ = κJJᵀ/|det J|, c′ = c/|det J|, q′ = q/|det J|.

Conduction receives two factors of J from its two gradients and one inverse area. Storage receives the inverse area alone. The whole question lies in this difference.

**3. The conduction contribution**

In two dimensions write J with rows (α, β) and (γ, δ). Since det(JJᵀ) = (det J)², and dividing a 2×2 matrix by |det J| divides its determinant by (det J)²,

det κ′ = κ².

The principal conductivities are thus κλ and κ/λ for some λ > 0. A plane map can trade conduction in one direction for conduction in the other, but it cannot raise both. Doubling lengths along x alone, for example, gives 2κ along x and κ/2 along y. If κ′ is isotropic, then λ = 1 and κ′ = κ.

Isotropy requires the trace of κ′ to be 2κ, because λ + 1/λ − 2 = (λ − 1)²/λ vanishes only at λ = 1. For det J > 0 this means that the following expression must vanish:

tr(JJᵀ) − 2 det J = α² + β² + γ² + δ² − 2αδ + 2βγ = (α − δ)² + (β + γ)².

Hence α = δ and β = −γ. These are the Cauchy–Riemann equations, so the map is an analytic function w = F(z), which is conformal. For det J < 0 the same argument with +2 det J gives α = −δ and β = γ, the mirror image of a conformal map.

With the Cauchy–Riemann equations,

JJᵀ = (α² + β²)I, det J = α² + β² = |F′|² = s²,

where I is the unit matrix and s is the local stretch. The factors s² cancel in κ′.

The physical reason can be seen in a small square of side ℓ. Its conductance between opposite sides is κ × (cross-section ℓd)/(length ℓ) = κd, whatever its size. A conformal map turns small squares into small squares, turned and resized, so a network of such squares keeps every conductance.

This balance belongs to two dimensions. If a map in n dimensions has JJᵀ = s²I, then |det J| = sⁿ and

κ′ = κs²⁻ⁿ, c′ = cs⁻ⁿ.

In three dimensions κ′ = κ/s: a cube of side ℓ has conductance κℓ, so an enlarged cube needs a poorer conductor. Inversion, x′ = x/|x|² in dimensionless coordinates, is an example. Its Jacobian is a reflection divided by |x|², so s = 1/|x|². At the point (1, 0.5, 0.2), |x|² = 1.29, and the conductivity would have to rise by the factor 1.29.

**4. The storage contribution**

For a conformal map in the plane,

c′ = c/s².

The small square stores c dℓ² per kelvin, which grows with its area while its conductance stays fixed. Its response time, capacity over conductance, is cℓ²/κ. A square enlarged by s keeps its old clock only if its capacity per volume falls by s².

No other choice works where the temperature is changing. Without sources, ∇′·(κ∇′T′) = s⁻²∇·(κ∇T) = (c/s²) ∂T/∂t. For this to equal c′∂T′/∂t, c′ must be c/s² wherever ∂T/∂t ≠ 0. In steady flow the time derivative is zero and c′ drops out.

If s is constant, the map is a change of size with a rotation or shift. The original c may then be kept, at the price of a clock slowed by s². If s varies from place to place, no single change of clock can serve all places.

**5. The boundary contribution**

For source-free steady flow in a uniform medium, the equation is ∇²T = 0 both before and after the map. It contains no material constant, so the difference between the two flows must come from the shape of the edges and the conditions on them.

Prescribed edge temperatures are carried from point to point. Distances normal to an edge grow by s, so the normal gradient and the flux density fall by s. The edge element lengthens by s, so the total heat through corresponding arcs is equal. At an imperfect contact the flux density is h(T − T₀), with h the contact conductance per area and T₀ the temperature outside. The temperatures are unchanged and the flux density falls by s, so

h′ = h/s.

There is a price. Suppose the mapped region must join untouched surroundings point by point along an arc, so that F(z) = z there, with F analytic on and around the arc. Then F(z) − z is an analytic function whose zeros are not isolated. It must vanish throughout the connected region, and the map does nothing.

A nonanalytic map escapes this limit. Take the radial map r′ = R₁ + (1 − R₁/R₂)r, which opens a hole of radius R₁ and leaves the circle R₂ fixed. Its radial stretch is 1 − R₁/R₂ = (r′ − R₁)/r, and its tangential stretch is r′/r. The rule of section 2 gives a radial conductivity κ(r′ − R₁)/r′ and a tangential one κr′/(r′ − R₁). The exterior is undisturbed, but the shell must be anisotropic. At the hole's edge the radial conductivity falls to zero and the tangential one grows without limit, because a single point has been opened into a circle. A shell of real materials can therefore only approximate this map.

**6. The bend in the steady state**

Let the strip coordinate be z = u + iv, with u along the strip and v across it. The map

w = r₂ exp(iz/r₂) = r₂ exp(−v/r₂) exp(iu/r₂)

gives r = r₂ exp(−v/r₂) and θ = u/r₂. Since dw/dz = i exp(iz/r₂), the stretch is s = r/r₂. The outer edge is unstretched and the inner edge is compressed.

Take radii r₁ = 200 µm and r₂ = 400 µm, d = 5 µm, and the model inputs κ = 150 W/(m K) and c = 1.65 MJ/(m³ K), chosen to lie close to silicon near room temperature. Silicon suits the problem because a cubic crystal has an isotropic bulk conductivity. The equivalent strip has

length L = r₂π/2 = 628 µm, width W = r₂ ln(r₂/r₁) = 277 µm.

With the ends held ΔT = 10 K apart and the curved edges insulated, the strip's linear profile becomes T = ΔT(1 − 2θ/π), where T is measured relative to the cold end's temperature and θ starts at the hot end. The conductance is that of the strip:

G = κdW/L = 150 × 5×10⁻⁶ × 277.3/628.3 W/K = 0.331 mW/K.

The heat flow is 3.31 mW. Its density, κΔT/(rπ/2), is 4.77 W/mm² at the inner edge and 2.39 W/mm² at the outer edge. The bend crowds the heat inward without any change of material.

The boundary data matter, however. Let the cold end meet its sink through a contact which, in the strip, has h = κ/L = 0.239 MW/(m² K). Strip and contact then have equal resistance, and the strip's end sits at 5 K. The bend reproduces this if h′ = hr₂/r. If h is instead kept uniform, a finite-element solution gives a temperature spread of about 0.3 K along that end.

**7. The bend while it warms**

Now both ends make perfect contact. The film starts at T = 0, and the end θ = 0 is raised to 10 K at t = 0. With D = κ/c = 0.909 cm²/s, the strip's temperature is the linear profile plus decaying sine modes. The initial deviation from the linear profile is −ΔT(1 − u/L). Integration by parts gives

∫₀ᴸ (1 − u/L) sin(nπu/L) du = L/(nπ),

and multiplying by −2ΔT/L gives the mode amplitudes. Thus

T = ΔT(1 − u/L) − Σₙ [2ΔT/(nπ)] sin(nπu/L) exp(−n²π²Dt/L²).

The slowest mode decays in L²/(π²D) = 440 µs.

Could the bend follow this with constant c? If T depended on θ and t alone, the heat equation would read

(κ/r²) ∂²T/∂θ² = c ∂T/∂t.

The right side does not depend on r and the left side varies as 1/r², so both must vanish: the flow is steady. The choice c′ = c/s² = c(r₂/r)² removes r from the equation and restores the strip's solution with u = r₂θ. The inner edge then needs four times the capacity of the outer edge.

To see what uniform capacity does, the bend was solved with linear finite elements on 28 × 56 cells, with the time dependence taken from the eigenmodes. Halfway round, 80 µs after the step:

- Equivalent strip: 0.09 K.
- Bend with tailored capacity: 0.09 K at both edges.
- Bend with uniform capacity: 0.97 K at the inner edge and 0.33 K at the outer edge.

Sampled every 10 µs, the difference between the edges at mid-angle peaks at 0.71 K near 110 µs. A coarser mesh of 16 × 32 cells shifts this peak by less than 0.01 K. The slowest relaxation time is 245 µs instead of 440 µs.

**8. Amount and placement of the capacity**

Two things differ between these bends: how much capacity they have and where it sits. The uniform bend holds 778 nJ/K. The tailored one holds cLWd = 1437 nJ/K, which is 1.85 times as much.

The effect of the amount can be estimated by Rayleigh's principle. For any trial function φ that vanishes at both ends, the slowest decay rate is at most ∫κ|∇φ|²dA/∫cφ²dA. Take φ = sin 2θ, for which |∇φ|² = 4cos²2θ/r². With dA = r dr dθ, the numerator is πκ ln(r₂/r₁). The denominator is (π/4)c(r₂² − r₁²)/2. The relaxation time therefore satisfies

τ ≥ (r₂² − r₁²)/[8D ln(r₂/r₁)] = 238 µs.

The computed 245 µs lies just above this bound. For the tailored bend, sin 2θ is the true slowest mode, with the same numerator and 1.85 times the denominator, which gives 440 µs. The smaller total capacity thus accounts for most of the faster relaxation.

Placement is a separate matter. Raise the uniform capacity by 1.85, so that the totals agree. A constant factor in c only stretches time, so the relaxation time becomes 1.85 × 245 µs ≈ 453 µs, within 3% of the strip's value. The peak difference between the edges remains 0.71 K and merely arrives later, near 210 µs. The total sets most of the pace; with a uniform conductivity, the distribution is needed to keep the isotherms radial. The equation of section 7 asks only that κ/(c r²) be the same at every radius, so a conductivity growing as r² with uniform c would also keep them radial, though the heat flow would then no longer be that of the conformal image of the strip.

The demand fades for a narrow bend. When r₂ − r₁ is much less than r₁, the required contrast (r₂/r₁)² is about 1 + 2(r₂ − r₁)/r₁, and a uniform film is nearly sufficient. Choosing another reference strip changes the overall level of c′ and the clock, but not this contrast.

**9. The real film**

The largest neglected effect estimated here is phonon scattering at the film's faces. Suppose all phonons have one free path Λ, much shorter than d, and leave the faces in random directions. Those moving at an angle with cosine μ to the normal lose their drift over a depth Λμ. Weighted by their share 1 − μ² of the in-plane conduction, the fractional loss is

(Λ/d) ∫₀¹μ(1 − μ²)dμ / ∫₀¹(1 − μ²)dμ = 3Λ/(8d).

With a rough Λ = 1 µm this is 7.5%. The heat flow falls by that fraction and the times lengthen by about 8%, but in this estimate the in-plane conductivity stays isotropic. Silicon's phonons have a wide spread of free paths, so the figure is only a size and probably a low one: model spreads that are flat in the logarithm of the free path, centred on 1 µm and covering two to three decades, give losses of 14 to 19%.

A conductivity varying roughly as T⁻¹·³ changes by 4% over the step. The map still works, because κ(T) is carried along with T. A contact resistance of 10⁻⁸ m² K/W, a rough value, adds 0.5% to the inner path.

Loss from the faces breaks the model more easily. Black-body exchange near 300 K has 4σT³ = 6.1 W/(m² K) per face, where σ is the Stefan–Boltzmann constant. For the mid-radius path of 471 µm, the ratio of loss to conduction, 2hL²/(κd) with that path as L, is 0.004. It would reach 1 at a total loss coefficient of about 3400 W/(m² K). A micrometre of oxide between film and substrate, with a conductivity of order 1 W/(m K), passes about 10⁶ W/(m² K). The example therefore describes a suspended film in vacuum, not one bonded to a chip.

Supplying the capacity is the harder task. Apart from the face scattering estimated above, changing the film's thickness multiplies conductance and storage alike and leaves D unchanged. A polymer coating adds storage with little lateral conduction. With rough values of 1.7 MJ/(m³ K) and 0.2 W/(m K), the inner edge needs a thickness H = 3 × 1.65 × 5/1.7 µm = 14.6 µm. Heated from one face, such a layer responds in 4H²/(π²Dₚ) = 730 µs, where Dₚ is the polymer's diffusivity. That is longer than the 440 µs of the bend, so a coating on one face fills too slowly to supply the full local capacity during the warming; it lowers the peak difference between the edges only from 0.71 K to about 0.4 K. Splitting the coating between the two faces halves each layer and cuts its response to about 180 µs, and the peak difference falls to about 0.2 K, smaller but not gone.

Making the bend four times larger in the plane, with film and coating unchanged, raises its relaxation time sixteenfold to 7 ms, and the coating can then follow the slow part of the warming. The radiation ratio also rises sixteenfold, to about 0.06. A transient design of this kind must be slow enough for its added capacity to fill and small enough for its faces not to leak.
